\section*{Instability of a triangular-lattice ferromagnet from competing third-neighbour exchange}

\section*{Problem}

Spins of length quantum number $S$ occupy a triangular lattice with spacing $a$. Their Hamiltonian is
\begin{equation}
H=-J_1\sum_{\langle ij\rangle_1}\mathbf S_i\cdot\mathbf S_j
+J_3\sum_{\langle ij\rangle_3}\mathbf S_i\cdot\mathbf S_j ,
\qquad J_1,J_3>0 .
\end{equation}
Each pair is counted once, and spin operators are dimensionless. First neighbours are $a$ apart and third neighbours $2a$. Both $J_1$ and $J_3$ are magnitudes: the first coupling is ferromagnetic, the second antiferromagnetic. There is no antisymmetric exchange, anisotropy or applied field.

\begin{enumerate}
\item[(a)] Find the energy of a planar spiral and of a single spin flip. Show that the ferromagnet becomes unstable at long wavelength when $J_3/J_1>1/4$.
\item[(b)] Show that no other state, classical or quantum, has lower energy than the ferromagnet when $J_3/J_1\le1/4$.
\item[(c)] Find the classical ground-state wavevector and energy above the threshold.
\item[(d)] Evaluate the results for $S=1$, $a=0.40$ nm, $J_1=6$ meV and $J_3=3$ meV.
\item[(e)] Estimate how weak anisotropy, second-neighbour exchange, dipolar coupling and temperature affect the conclusions.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The long-wavelength instability}

Choose three nearest-neighbour vectors $\mathbf d_1,\mathbf d_2,\mathbf d_3$ at $120^\circ$ to each other, so that $\mathbf d_1+\mathbf d_2+\mathbf d_3=0$. Together with their negatives they give all six first neighbours. The third neighbours are $\pm2\mathbf d_i$.

In a planar spiral, spins separated by $\mathbf r$ differ in angle by $\mathbf q\cdot\mathbf r$. Put $x_i=\mathbf q\cdot\mathbf d_i$. Each site owns three bonds of each kind, so the classical energy per spin, measured from the ferromagnet, is
\begin{equation}
e(\mathbf q)=S^2\sum_{i=1}^3
\left[J_1(1-\cos x_i)-J_3(1-\cos2x_i)\right].
\label{energy}
\end{equation}

The same function gives an exact quantum excitation energy. Let $|F\rangle$ be fully polarized and $|i\rangle=S_i^-|F\rangle/\sqrt{2S}$. For a bond $-J\,\mathbf S_i\cdot\mathbf S_j$, the product $S_i^zS_j^z$ falls from $S^2$ to $S(S-1)$, which costs $JS$. The transverse part gives
\begin{equation}
-\frac J2 S_j^-S_i^+|i\rangle=-JS|j\rangle .
\end{equation}
A plane wave of flips therefore gains $JS\cos(\mathbf q\cdot\boldsymbol\delta)$ from each neighbour vector $\boldsymbol\delta$. Summing over $\pm\mathbf d_i$ with $J=J_1$ and over $\pm2\mathbf d_i$ with $J=-J_3$,
\begin{equation}
\hbar\omega(\mathbf q)=2S\sum_i
\left[J_1(1-\cos x_i)-J_3(1-\cos2x_i)\right]
=\frac{2e(\mathbf q)}S .
\label{magnon}
\end{equation}

Now let $\theta$ be the angle between $\mathbf q$ and a bond, and $\alpha_i$ the angle between $\mathbf q$ and $\mathbf d_i$, so $x_i=qa\cos\alpha_i$. The identities
\begin{align}
\cos^2\alpha&=\tfrac12(1+\cos2\alpha),\\
\cos^4\alpha&=\tfrac18(3+4\cos2\alpha+\cos4\alpha),\\
\cos^6\alpha&=\tfrac1{32}(10+15\cos2\alpha+6\cos4\alpha+\cos6\alpha)
\end{align}
are summed over the three directions. The $\cos2\alpha$ and $\cos4\alpha$ terms cancel, while $\cos6\alpha$ takes the same value in all three. The sums are $3/2$, $9/8$ and $3(10+\cos6\theta)/32$. With $1-\cos x=x^2/2-x^4/24+x^6/720-\cdots$,
\begin{align}
\frac{e}{S^2}={}&\frac34(J_1-4J_3)(qa)^2
-\frac3{64}(J_1-16J_3)(qa)^4\nonumber\\
&+\frac{J_1-64J_3}{7680}(10+\cos6\theta)(qa)^6+\cdots .
\label{series}
\end{align}
The factors 4, 16 and 64 arise because the third-neighbour phase is twice the first-neighbour phase.

For $J_3>J_1/4$ the quadratic coefficient is negative. By (\ref{magnon}), sufficiently long-wavelength spin flips then have energy below $|F\rangle$, so the ferromagnet is not a ground state for any $S$. With signed couplings the threshold ratio is $-1/4$.

In a continuum description with energy density $\mathcal A(\nabla\mathbf n)^2$, a planar spiral has $(\nabla\mathbf n)^2=q^2$. A site occupies area $\sqrt3a^2/2$, hence
\begin{equation}
\mathcal A\,\frac{\sqrt3a^2}{2}=\frac34(J_1-4J_3)S^2a^2,
\qquad
\mathcal A=\frac{\sqrt3}{2}(J_1-4J_3)S^2 .
\label{stiffness}
\end{equation}
The instability is the change of sign of this stiffness.

\subsection*{(b) No earlier transition}

A negative curvature proves instability, but a positive curvature does not exclude a distant state of lower energy. To exclude it, write $H$ as a sum over three successive sites on every lattice line:
\begin{equation}
h=-\frac{J_1}{2}\mathbf S_2\cdot(\mathbf S_1+\mathbf S_3)
+J_3\mathbf S_1\cdot\mathbf S_3 .
\end{equation}
Each first-neighbour bond belongs to two such triples, hence the factor $1/2$. Each third-neighbour bond belongs to one.

Let $\mathbf S_1+\mathbf S_3$ have quantum number $L=0,1,\ldots,2S$. Then $\mathbf S_1\cdot\mathbf S_3=[L(L+1)-2S(S+1)]/2$, and the largest value of $\mathbf S_2\cdot(\mathbf S_1+\mathbf S_3)$ is $SL$, reached at total spin $L+S$. The lowest energy at fixed $L$ is therefore
\begin{equation}
\varepsilon_L=-\frac{J_1SL}{2}
+\frac{J_3}{2}[L(L+1)-2S(S+1)],
\label{triple}
\end{equation}
and successive values differ by
\begin{equation}
\varepsilon_L-\varepsilon_{L-1}=-\frac{J_1S}{2}+J_3L .
\end{equation}
Since $L\le2S$, this difference is never positive when $J_3\le J_1/4$. The minimum is then at $L=2S$, the value in the polarized state. That state minimizes every triple at once, so it minimizes $H$.

For classical vectors, let $\ell=|\mathbf S_1+\mathbf S_3|\le2S$. The lowest triple energy is $-J_1S\ell/2+J_3(\ell^2-2S^2)/2$, with derivative $-J_1S/2+J_3\ell$. The same condition makes $\ell=2S$ optimal. At equality the ferromagnet is still a ground state, although its stiffness is zero.

\subsection*{(c) The state above the threshold}

First, a single spiral suffices classically. With $\mathbf S_{\mathbf q}=N^{-1/2}\sum_i\mathbf S_i e^{-i\mathbf q\cdot\mathbf r_i}$, the energy of any configuration of $N$ spins is
\begin{equation}
E-E_F=\sum_{\mathbf q}\frac{e(\mathbf q)}{S^2}|\mathbf S_{\mathbf q}|^2
\ge N\min_{\mathbf q}e(\mathbf q),
\end{equation}
because $\sum_{\mathbf q}|\mathbf S_{\mathbf q}|^2=NS^2$. A planar spiral at the minimum reaches the bound.

To locate the minimum, write $x_{1,2}=-x_3/2\pm\delta$, $y=\cos x_3$, $h=\cos(x_3/2)$ and $t=\cos\delta$. Equation (\ref{energy}) becomes
\begin{equation}
\frac e{S^2}=J_1(3-y-2ht)-J_3(4+2y-2y^2-4yt^2).
\end{equation}
Stationarity in $\delta$ requires $\sin\delta=0$ or $t=J_1h/(4J_3y)$. The first case gives $x_1=x_2$ modulo $2\pi$, a line along a bond. (If $y=0$, then $h\ne0$ and the second condition has no solution.) In the second case, insert $t$ and use $h^2=(1+y)/2$:
\begin{equation}
\frac e{S^2}=J_1(3-y)-J_3(4+2y-2y^2)
-\frac{J_1^2}{8J_3}\left(1+\frac1y\right).
\end{equation}
With $r=J_1/J_3$, multiplying the $y$-derivative by $8y^2/J_3$ gives
\begin{equation}
32y^3-8(2+r)y^2+r^2=(4y-r)(8y^2-4y-r)=0 .
\end{equation}
For $y=r/4$ one has $t=h$, so $x_1$ or $x_2$ vanishes modulo $2\pi$: $\mathbf q$ is perpendicular to a bond. For the other factor, $r=4y(2y-1)$ and $t=(2y-1)h=\cos(3x_3/2)$, so $x_1$ or $x_2$ equals $x_3$: $\mathbf q$ is along a bond. Stationarity in $x_3$ also allows $\sin x_3=0$. Then $x_3=0$, or $x_3=\pi$ with $h=t=0$, and in both cases one phase vanishes. It is therefore enough to compare the two families of lines.

Along a bond, $(x_1,x_2,x_3)=(k,-k/2,-k/2)$ up to relabelling. With $C=\cos(k/2)$,
\begin{align}
\frac{e_\parallel}{S^2}&=J_1(4-2C-2C^2)-4J_3(1+C^2-2C^4),\\
\frac1{S^2}\frac{de_\parallel}{dC}&=2(1+2C)[4J_3C(2C-1)-J_1].
\label{derivative}
\end{align}
For $J_3>J_1/4$ the bracket has one root between $-1/2$ and 0 and one between $1/2$ and 1. The sign of (\ref{derivative}) shows that the minima are at $C=-1/2$ and at the larger root,
\begin{equation}
c=\cos\frac{Qa}{2}
=\frac{1+\sqrt{1+2J_1/J_3}}4 .
\label{wavevector}
\end{equation}
Substitute $J_1=4J_3c(2c-1)$ and factor out $1-c$:
\begin{align}
\frac{e_\parallel(c)}{S^2}
&=4J_3(1-c)\left[2c(2c-1)(2+c)-(1+c)(1+2c^2)\right]\nonumber\\
&=-4J_3(1-c)^2(2c^2+6c+1).
\label{gain}
\end{align}
At the other minimum $e_\parallel/S^2=9(J_1-J_3)/2$, and
\begin{align}
\frac{e_\parallel(-\frac12)-e_\parallel(c)}{S^2}
&=J_3\left(8c^4+8c^3-2c-\tfrac12\right)\nonumber\\
&=8J_3\left(c+\tfrac12\right)^3\left(c-\tfrac12\right)>0 .
\end{align}

Perpendicular to a bond the phases are $(0,u,-u)$. With $v=\cos u$,
\begin{equation}
\frac{e_\perp}{S^2}=2J_1(1-v)-4J_3(1-v^2),
\end{equation}
whose minimum, at $v=J_1/(4J_3)$, is $-(4J_3-J_1)^2/(4J_3)$. Since $4J_3-J_1=4J_3(1-c)(1+2c)$,
\begin{equation}
e_{\perp,\min}-e_\parallel(c)=8J_3S^2c(1-c)^3>0 .
\label{direction}
\end{equation}
The classical wavevector thus lies along a bond.

Just above threshold the quartic coefficient in (\ref{series}) is positive, close to $9J_1/64$. Keeping the quadratic and quartic terms,
\begin{equation}
(Qa)^2\simeq\frac{8(4J_3-J_1)}{16J_3-J_1}
\simeq\frac83\left(\frac{4J_3}{J_1}-1\right).
\label{near}
\end{equation}
The wavevector grows continuously from zero, and the period diverges at the threshold. In the opposite limit, $J_3\gg J_1$, $c\to1/2$ and the period tends to $3a$.

Exchange selects a period but no handedness, because $e(\mathbf q)=e(-\mathbf q)$. An antisymmetric coupling $\mathbf D\cdot(\mathbf S_i\times\mathbf S_j)$ would add terms in $\sin x_i$, which are odd in $\mathbf q$ and can remove this degeneracy. A spiral instability alone does not establish a skyrmion crystal, whose stability needs a separate comparison of noncoplanar states in a field or at finite temperature.

\subsection*{(d) Numerical example}

The threshold coupling is $J_3=6/4=1.5$ meV, so 3 meV lies well above it. Equation (\ref{stiffness}) gives
\begin{equation}
\mathcal A=\frac{\sqrt3}{2}(6-12)\ \mathrm{meV}=-5.20\ \mathrm{meV}.
\end{equation}
From (\ref{wavevector}), $c=(1+\sqrt5)/4=0.809=\cos36^\circ$. Thus $Qa=72^\circ=1.257$ rad, and the period is $5a=2.0$ nm. The first form of (\ref{near}) gives 1.069 rad, about 15\% below the full result: this ratio is outside the near-threshold regime.

The ferromagnet has energy $-3(6-3)=-9$ meV per spin. Equation (\ref{gain}) adds
\begin{equation}
e=-12(0.191)^2\left[2(0.809)^2+6(0.809)+1\right]\ \mathrm{meV}
\simeq-3.14\ \mathrm{meV},
\end{equation}
for a spiral energy of $-12.14$ meV. The best perpendicular spiral is 0.14 meV higher, by (\ref{direction}).

For $S=1$ the classical energy is also the expectation value in a product of coherent spin states, hence an upper bound on the quantum ground-state energy. A lower bound follows from (\ref{triple}): $\varepsilon_0=\varepsilon_1=-6$ meV and $\varepsilon_2=-3$ meV. With three triples per site, the ground-state energy lies between $-18$ and $-12.14$ meV per spin. The threshold is exact for this Hamiltonian, but the spiral energy is not: linear spin-wave theory lowers it by about 0.46 meV, to roughly $-12.6$ meV.

The lowest spin-flip energy is $2e/S=-6.27$ meV. A field $B$ along the polarization adds $g\mu_BB$ to each flip. With $g=2$, single flips cease to lower the energy at $B=6.27\ \mathrm{meV}/(g\mu_B)=54$ T.

With $J_1$ fixed, (\ref{wavevector}) gives periods of 7.8, 3.7 and 2.0 nm at $J_3/J_1=0.26$, 0.30 and 0.50.

\subsection*{(e) Neglected effects and real layers}

Add an easy-axis term $-K\sum_i(S_i^z)^2$ with $K=0.10$ meV. One flip costs an extra $K[S^2-(S-1)^2]=K(2S-1)=0.10$ meV. A coherent spin at angle $\beta$ to the axis has $\langle(S^z)^2\rangle=S^2\cos^2\beta+(S/2)\sin^2\beta$. Averaging over a spiral whose plane contains the axis gives an anisotropy cost of $KS(2S-1)/4=0.025$ meV per spin.

The spiral beats the polarized state once $|e|>0.025$ meV, whereas a spin flip lowers the energy only once $2|e|/S>0.10$ meV. Solving these conditions with (\ref{gain}) by numerical root-finding, at fixed $J_1$, gives $J_3/J_1=0.267$ and 0.274. Between these ratios the polarized state is stable against single flips but is not the ground state. The value 0.267 is an upper bound on the true crossing. Letting the spiral distort lowers it by only about $10^{-4}$. Zero-point energy, about a quarter of the classical gain near threshold in linear spin-wave theory, lowers it to roughly 0.265.

A ferromagnetic second-neighbour coupling $J_2$ acts over distance $\sqrt3a$. Its three bond directions add $(9/4)J_2(qa)^2$ to $e/S^2$, so the curvature vanishes at $J_3=(J_1+3J_2)/4$. For $J_2=0.20$ meV the ratio is 0.275.

For uniform moments normal to the layer, the dipolar energy per spin is
\begin{equation}
E_d=\frac{\mu_0(g\mu_BS)^2}{8\pi a^3}\sum_{\mathbf r\ne0}
\left(\frac ar\right)^3 .
\end{equation}
A direct lattice sum to $200a$, with an integral for the remainder, gives 11.03 and $E_d=0.019$ meV, or 0.6\% of the spiral gain. Uniform in-plane moments have energy $-E_d/2$, so dipoles favour the plane by $3E_d/2=0.028$ meV per spin, more than half the 0.050 meV by which the trial $K$ favours its axis in a coherent state. Near threshold the spiral gain vanishes and dipoles cannot be neglected: with the easy axis normal to the layer, they move the crossing at 0.267 to about 0.260.

The parameters are round illustrative values, chosen with magnetic nickel dihalide layers in mind. They do not describe a particular compound. The bond direction of the wavevector rests on 0.14 meV per spin in the example and on far less near threshold, where (\ref{direction}) vanishes as $(1-c)^3$, so it need not survive anisotropic couplings in a real layer. Real layers break the assumption of purely isotropic first- and third-neighbour exchange; taken one at a time, the trial values of $K$ and $J_2$ above raise the threshold ratio from 0.25 by about 0.02. At 300 K, $k_BT=25.9$ meV is 2.1 times the magnitude of the spiral exchange energy per spin. Mean-field theory puts the ordering at $k_BT=\tfrac23\,(12.14\ \mathrm{meV})(S+1)/S=16.2$ meV, or 188 K. This overestimates it: the isotropic two-dimensional model has no long-range spin order at any $T>0$ (Mermin--Wagner theorem), and order in a real layer depends on anisotropy or interlayer coupling. There is therefore no basis for expecting a 2 nm spiral in a device at room temperature.

Numerical values quoted here were computed with a short program.
